# Slater Overlap Integrals from Stable A and B Recurrences

## Result

Let $a$ and $b$ be normalized Slater orbitals on centres $A$ and $B$, a distance $R>0$ apart. With parallel axes on the two centres and $z$ pointing from $A$ to $B$, their overlap vanishes unless both have the same angular component about the bond. For equal components it is the finite sum

$$
S_m=N_aN_bK_m\left(\frac R2\right)^{n_a+n_b+1}\sum_{i,j}C_{ij}\,A_i(p)\,B_j(q),
\tag{1}
$$

$$
p=\frac R2(\zeta_a+\zeta_b),\qquad q=\frac R2(\zeta_a-\zeta_b),
$$

$$
A_k(p)=\int_1^\infty\mu^ke^{-p\mu}\,d\mu,\qquad
B_k(q)=\int_{-1}^{1}\nu^ke^{-q\nu}\,d\nu .
$$

The $C_{ij}$ are numerical polynomial coefficients and $K_m$ is an angular constant. The $A_k$ are generated upward in $k$. The $B_k$ are generated upward for $k\le|q|$ and downward for $k>|q|$; the downward part keeps nearly equal exponents harmless. An orthogonal rotation then gives the overlaps in the laboratory frame.

## Reduction to A and B

Lengths are in bohr and exponents in bohr$^{-1}$. An orbital is $Nr^{n-1}e^{-\zeta r}Y_{lm}$, with a real harmonic, integer $n>l$ and $l\le2$. Since $\int_0^\infty r^{2n}e^{-2\zeta r}dr=(2n)!/(2\zeta)^{2n+1}$, normalization requires

$$N=\frac{(2\zeta)^{n+1/2}}{\sqrt{(2n)!}} .$$

Define $\mu=(r_a+r_b)/R$ and $\nu=(r_a-r_b)/R$. The triangle inequality gives $\mu\ge1$ and $-1\le\nu\le1$, and

$$r_a=\frac R2(\mu+\nu),\qquad r_b=\frac R2(\mu-\nu).$$

Hence $\zeta_ar_a+\zeta_br_b=p\mu+q\nu$. Let $\rho$ be the distance from the bond axis, and let $z_a$ and $z_b=z_a-R$ be the heights measured from the two centres. Then $r_a^2-r_b^2=z_a^2-(z_a-R)^2=2Rz_a-R^2$, while the definitions give $r_a^2-r_b^2=R^2\mu\nu$. Therefore

$$z_a=\frac R2(1+\mu\nu),\qquad z_b=\frac R2(\mu\nu-1),$$

$$\rho^2=r_a^2-z_a^2=\frac{R^2}{4}\left[(\mu+\nu)^2-(1+\mu\nu)^2\right]=\frac{R^2}{4}(\mu^2-1)(1-\nu^2).$$

The volume element is $dV=\rho\,d\rho\,dz\,d\phi=\tfrac12d(\rho^2)\,dz\,d\phi$. The Jacobian determinant of $(\rho^2,z)$ with respect to $(\mu,\nu)$ is

$$\frac{R^3}{8}\left[2\mu^2(1-\nu^2)+2\nu^2(\mu^2-1)\right]=\frac{R^3}{4}(\mu^2-\nu^2),$$

so $dV=(R/2)^3(\mu^2-\nu^2)\,d\mu\,d\nu\,d\phi$.

For the angular part, write $r^{n-1}Y_{lm}=r^{n-1-l}(r^lY_{lm})$. The solid harmonics $r^lY_{lm}$ are

- s: $(4\pi)^{-1/2}$;
- p: $(3/4\pi)^{1/2}$ times $z$ (σ) or $\rho\cos\phi$ (π);
- d: $(5/16\pi)^{1/2}(3z^2-r^2)$ (σ), $(15/4\pi)^{1/2}z\rho\cos\phi$ (π), $(15/16\pi)^{1/2}\rho^2\cos2\phi$ (δ).

The π and δ functions have sine partners with the same constants. Here $m=0,1,2$ labels σ, π, δ. Integration over $\phi$ removes products of unlike components and gives $2\pi$ for $m=0$ and $\pi$ for $m>0$. This factor times the two harmonic constants is $K_m$.

Each term of an orbital has the form $r^{n-1-l+2\beta}z^\alpha\rho^m$ with $\alpha+2\beta+m=l$. Because $n-1-l\ge0$, no negative power of $r$ occurs. The term has total length power $n-1$; two orbitals and the volume element supply $(R/2)^{n_a+n_b+1}$. What remains is a polynomial in $\mu$ and $\nu$. Its degree in either variable is at most $(n_a-1-m)+(n_b-1-m)+2m+2=n_a+n_b$, where $2m$ comes from $\rho^{2m}$ and 2 from the volume element. Integrating monomial by monomial gives (1).

### The five cases with n = 2

Let $F=N_aN_b(R/2)^5$. The polynomials to integrate, without their constants, are

$$
\begin{aligned}
ss:\;&(\mu^2-\nu^2)^2=\mu^4-2\mu^2\nu^2+\nu^4,\\
\sigma\sigma:\;&(\mu^2\nu^2-1)(\mu^2-\nu^2)=\mu^4\nu^2-\mu^2\nu^4-\mu^2+\nu^2,\\
\pi\pi:\;&(\mu^2-1)(1-\nu^2)(\mu^2-\nu^2)\\
&=\mu^4(1-\nu^2)-\mu^2(1-\nu^4)+\nu^2-\nu^4 .
\end{aligned}
$$

The angular constants are $2\pi/4\pi=\frac12$, $2\pi\cdot3/4\pi=\frac32$ and $\pi\cdot3/4\pi=\frac34$. Thus

$$
\begin{aligned}
S_{ss}&=\tfrac12F\,[A_4B_0-2A_2B_2+A_0B_4],\\
S_{\sigma\sigma}&=\tfrac32F\,[A_4B_2-A_2(B_0+B_4)+A_0B_2],\\
S_{\pi\pi}&=\tfrac34F\,[A_4(B_0-B_2)-A_2(B_0-B_4)+A_0(B_2-B_4)].
\end{aligned}
$$

For s on $A$ and pσ on $B$ the polynomial is $(\mu+\nu)(\mu\nu-1)(\mu^2-\nu^2)$. The first two factors give $(\mu^2\nu-\nu)-(\mu-\mu\nu^2)$. For pσ on $A$ and s on $B$ they are $(1+\mu\nu)(\mu-\nu)=(\mu^2\nu-\nu)+(\mu-\mu\nu^2)$. Multiplication by $\mu^2-\nu^2$ and integration produce

$$
\begin{aligned}
E&=A_4B_1-A_2(B_1+B_3)+A_0B_3,\\
O&=A_3(B_0-B_2)-A_1(B_2-B_4),
\end{aligned}
$$

$$S_{s\sigma}=\tfrac{\sqrt3}{2}F(E-O),\qquad S_{\sigma s}=\tfrac{\sqrt3}{2}F(E+O).$$

For equal exponents the odd $B_k$ vanish, hence $E=0$ and the two overlaps are opposite. In general, inversion through the bond midpoint exchanges the centres and multiplies each orbital by $(-1)^l$, so $S_m(a,b)=(-1)^{l_a+l_b}S_m(b,a)$.

## Error analysis of the recurrences

**The A functions.** Integration by parts gives

$$A_0=\frac{e^{-p}}p,\qquad A_k=\frac{e^{-p}+kA_{k-1}}p .$$

Both terms are positive for $p>0$. The relative error of their sum cannot exceed the larger relative error of the two terms, apart from the new rounding errors. Each step therefore adds a few units of rounding, and upward recurrence is stable.

**The B functions, upward.** Integration by parts now leaves two boundary values:

$$
B_k=\frac{kB_{k-1}+\beta_k}{q},\qquad \beta_k=(-1)^ke^q-e^{-q},\qquad B_0=\frac{2\sinh q}{q}.
\tag{2}
$$

An error $\varepsilon_{k-1}$ in $B_{k-1}$ becomes $k\varepsilon_{k-1}/q$ in $B_k$. This is harmless for $k\le|q|$, but not for small $|q|$. There $B_1=(B_0-2\cosh q)/q$ is a difference of two numbers near 2, each rounded with an error of order $\epsilon=2.2\times10^{-16}$. The error of $B_1$ is thus of order $\epsilon/|q|$, and further steps multiply it by $2/|q|$, $3/|q|$, and so on:

$$|\delta B_k|\sim\frac{k!\,\epsilon}{|q|^k}.
\tag{3}$$

This is an estimate of absolute error, not a bound, and it holds for $|q|$ above about $10^{-8}$. Below that, $B_0$ and $2\cosh q$ both round to exactly 2, $B_1$ comes out as zero, and the error of $B_4$ grows as $16/q^2$ instead. For $k=4$ and $q$ near $10^{-3}$ it gives $5.3\times10^{-3}$; the median error found over 101 values of $q$ is $3.7\times10^{-3}$. Near $q=10^{-1}$ the corresponding numbers are $5.3\times10^{-11}$ and $4.2\times10^{-11}$.

Solving (3) for $|q|$ shows where upward recurrence becomes unsuitable. The estimate reaches $10^{-10}$ near $|q|=0.09$ for $k=4$, and near $0.34$ for $k=6$, the highest order needed by two $n=3$ orbitals; the median errors at these points are about half as large, near $5\times10^{-11}$. A switch that acts solely at $q=0$ would therefore be inadequate.

**The B functions, downward.** Solving (2) for the lower member gives

$$
B_{k-1}=\frac{qB_k-\beta_k}{k}.
\tag{4}
$$

An inherited error is now multiplied by $q/k$, which has magnitude below one when $k>|q|$. One may start from the false value $B_K=0$. Since $|\nu|\le1$ and $e^{-q\nu}\le e^{|q|}$, the initial error is at most $2e^{|q|}/(K+1)$. At order $k$ it has been reduced by

$$\prod_{j=k+1}^{K}\frac{|q|}{j}.$$

If $k_{\max}$ is the highest order needed, $K$ is found by multiplying the factors $|q|/j$ from $j=k_{\max}+2$ until the product is no larger than $10^{-18}$, and then adding two orders.

The boundary terms are evaluated as $\beta_k=2\sinh q$ for even $k$ and $-2\cosh q$ for odd $k$. This matters for the odd members, which are of order $q$. For small $q$ and even $k$, $B_k\approx2/(k+1)$, so (4) gives

$$B_{k-1}\approx\frac1k\left(\frac{2q}{k+1}-2q\right)=-\frac{2q}{k+1}.$$

The larger term in the bracket exceeds the magnitude of their difference by a factor $(k+1)/k\le3/2$, so little relative accuracy is lost. At $q=0$ the same code gives $2/(k+1)$ for even $k$ and zero for odd $k$.

The procedure for $B_0,\ldots,B_{k_{\max}}$ is:

1. If $|q|\ge1$, use (2) upward through the largest integer not above $|q|$, or through $k_{\max}$ if that is smaller.
2. Find $K$, set $B_K=0$, and use (4) downward for the remaining orders. If $|q|<1$, continue to $B_0$.

For $k\le10$ and eight values of $q$ from $-8.2$ to $25$, including $10^{-8}$, the largest relative error against high-precision quadrature is $5.2\times10^{-16}$.

**From B to the overlap.** Accurate auxiliary functions do not guarantee a small relative error in $S$, because the terms of (1) can cancel. The amplification is measured by the sum of their magnitudes divided by the magnitude of their sum. In particular, a pσ–pσ overlap with parallel axes is positive as $R\to0$, where the two functions have the same angular form, and can be negative at bonding distances. By continuity it then passes through zero, where relative error ceases to be useful although absolute error can remain small.

Equation (1) does not apply at $R=0$, where $A_k$ diverges; the one-centre integral must be used instead. Very small $R$ was not tested. In double precision $e^{|q|}$ overflows for $|q|$ above about 710.

## Rotation from the bond frame

Let $\mathbf u$ be the unit vector from $A$ to $B$. Take the Cartesian axis along which $\mathbf u$ has its smallest component in magnitude. Its cross product with $\mathbf u$ has length at least $\sqrt{2/3}$, because the smallest $u_i^2$ is at most $1/3$; normalization is therefore safe. This gives $\mathbf e_1$, and $\mathbf e_2=\mathbf u\times\mathbf e_1$. The matrix $T$ has columns $\mathbf e_1,\mathbf e_2,\mathbf u$, so laboratory coordinates are $x_i=\sum_kT_{ik}x'_k$.

The p functions transform like coordinates, hence $D^{(1)}=T$; for s functions $D^{(0)}=1$. Write the d functions as $\sqrt{15/8\pi}\,\mathbf x^TM_a\mathbf x$, with symmetric traceless matrices satisfying $\mathrm{Tr}(M_aM_b)=\delta_{ab}$. For example, $M_{z^2}=\mathrm{diag}(-1,-1,2)/\sqrt6$, and $M_{xz}$ has two elements $1/\sqrt2$. Substituting $\mathbf x=T\mathbf x'$ produces the matrix $T^TM_aT$, again symmetric and traceless. Its expansion coefficients in the five matrices are

$$D^{(2)}_{am}=\mathrm{Tr}(M_mT^TM_aT),\qquad S^{\rm lab}=D^{(l_a)}S^{\rm bond}\left(D^{(l_b)}\right)^T .$$

For a p–p block, $\sum_kT_{ik}T_{jk}=\delta_{ij}$ gives

$$
S_{ij}=S_{\pi\pi}(\delta_{ij}-u_iu_j)+S_{\sigma\sigma}u_iu_j .
\tag{5}
$$

The choice of $\mathbf e_1$ has no effect: turning it about the bond mixes the cosine and sine partners of one $m$, which have equal overlaps.

## Example: formaldehyde

The basis contains 2s and 2p orbitals on C and O and 1s on each H. Slater's rules give $\zeta_C=(6-1.70-1.05)/2=1.625$ and $\zeta_O=(8-1.70-1.75)/2=2.275$, with $\zeta_H=1$. The model geometry has CO = 1.20 Å, CH = 1.10 Å and an HCH angle of 120°. Cores and the inner radial nodes of the 2s orbitals are omitted, so these are overlaps of this minimal model, and the digits below belong to the model, not to the molecule. Minimal orbitals of atomic Hartree–Fock type give about $0.30$ and $-0.22$ for the C–O π and σ overlaps at the same geometry, in place of the $0.22$ and $-0.30$ found below. A geometry closer to experiment (CO = 1.205 Å, CH = 1.111 Å, HCH = 116.1°) changes the π overlap by about $0.002$ and the overlap of the hydrogen pair with carbon p by about $0.014$.

With $R_{CO}=2.267671$ bohr,

$$p=\frac{2.267671(1.625+2.275)}2=4.42196,$$

$$q=\frac{2.267671(1.625-2.275)}2=-0.73699 .$$

Since $|q|<1$, all $B_k$ are obtained downward, starting at $K=22$. The values are

| $k$ | $A_k$ | $B_k$ |
|---|---|---|
| 0 | 0.00271614 | 2.18603409 |
| 1 | 0.00333038 | 0.51853868 |
| 2 | 0.00422244 | 0.77886047 |
| 3 | 0.00558078 | 0.31426633 |
| 4 | 0.00776439 | 0.48036662 |

The prefactor is $F=65.656275$. For the π overlap,

$$S_{\pi\pi}=\tfrac34(65.6563)(0.0109258-0.0072021+0.0008108)=0.2233.$$

For the σ overlap,

$$S_{\sigma\sigma}=\tfrac32(65.6563)(0.0060474-0.0112587+0.0021155)=-0.3049.$$

The magnitudes in the last bracket add to $0.01942$, while their sum has magnitude $0.00310$. Cancellation can thus amplify relative errors by about 6 here. The negative sign arises from parallel axes: the lobes facing each other have opposite signs.

The same table gives $E=0.001363$ and $O=0.006859$. Consequently $S(\mathrm C_{2s},\mathrm O_{2p\sigma})=-0.3125$ and $S(\mathrm C_{2p\sigma},\mathrm O_{2s})=0.4675$. The s–s overlap is $0.3841$.

Now place the CO bond along $\mathbf u=(1,2,2)/3$. Equation (5) gives, for example,

$$S_{xx}=0.2233+\frac{-0.3049-0.2233}{9}=0.1646,$$

$$S_{xy}=\frac29(-0.3049-0.2233)=-0.1174 .$$

For a C–H bond, $S(\mathrm C_{2p\sigma},\mathrm H_{1s})=0.4638$ when the positive p lobe points toward H. The H–H overlap is $S_{HH}=0.2437$. The antisymmetric pair $(h_1-h_2)/\sqrt{2(1-S_{HH})}$ overlaps with the in-plane carbon p orbital perpendicular to CO by

$$\frac{2\sin60^\circ\,(0.4638)}{\sqrt{2(1-0.2437)}}=0.653 .$$

The two contributions add because both the p orbital and the hydrogen combination change sign across the CO axis. The out-of-plane p orbital has zero overlap with either hydrogen by reflection symmetry. The full $10\times10$ overlap matrix has eigenvalues from $0.220$ to $2.137$. All are positive, so the basis is linearly independent and can be used in the generalized eigenvalue problem of extended Hückel theory. That method usually takes $\zeta_H=1.3$, which gives $S_{HH}=0.120$, a pair overlap of $0.637$ and eigenvalues from $0.239$ to $1.962$.

### Nearly equal exponents

C–O has a moderate $q$ and does not expose the instability. Keep its distance, but take two 2pσ orbitals with exponents $1.625$ and $1.625+\Delta$:

| $\Delta$ (bohr$^{-1}$) | stable $S$ | upward $S$ |
|---|---|---|
| $10^{-2}$ | −0.291547 | −0.291547 |
| $10^{-3}$ | −0.290357 | −0.287640 |
| $10^{-4}$ | −0.290236 | −16.53 |
| $10^{-5}$ | −0.290224 | 77260 |

The stable values approach the equal-exponent result $-0.290222$. The upward errors are $1.3\times10^{-7}$, $2.7\times10^{-3}$, $16$ and $7.7\times10^4$. They grow by roughly $10^4$ per decade, as (3) predicts for $B_4$, with scatter because each is a single sample of rounding error. The last two values also violate $|S|\le1$, required for normalized orbitals, but the second does not: a wrong overlap can look entirely plausible.

The numerical check compares the overlaps with direct integration over $r_a$, $r_b$ and $\phi$, without using A or B functions or rotation matrices. The largest absolute deviation is $5.4\times10^{-15}$ for the s, p and d test pairs and $8.9\times10^{-16}$ for the formaldehyde matrix.

## Computed values

```
Slater exponents C, O, H (1/bohr): 1.625 2.275 1.000
model geometry CO, CH (angstrom), HCH (degrees): 1.20 1.10 120
distances CO, CH, HH (bohr): 2.267671 2.078699 3.600412
C-O p and q (dimensionless): 4.421959 -0.736993
A0..A4 for C-O: 0.00271614 0.00333038 0.00422244 0.00558078 0.00776439
B0..B4 for C-O: 2.18603409 0.51853868 0.77886047 0.31426633 0.48036662
downward start order for C-O, highest needed order 4: 22
prefactor Na Nb (R/2)^5 for C-O: 65.656275
S(C2s,O2s): 0.384108
S(C2s,O2p sigma): -0.312489
S(C2p sigma,O2s): 0.467520
S(C2p sigma,O2p sigma): -0.304892
S(C2p pi,O2p pi): 0.223290
lab-frame C2p-O2p block, rows C x,y,z and columns O x,y,z:
    0.164603  -0.117374  -0.117374
   -0.117374  -0.011458  -0.234747
   -0.117374  -0.234747  -0.011458
S(C2s,H1s): 0.564983
S(C2p sigma,H1s), p positive lobe toward H: 0.463792
S(H1s,H1s): 0.243665
S(C2p in-plane, normalized H1-H2 combination): 0.653149
largest |S(C2p out-of-plane,H1s)|: 2.5e-17
10x10 overlap eigenvalues, lowest and highest: 0.219966 2.136981
upward recurrence: q scale, median error of B4, estimate 4! eps/q^4
  1e-01 4.22e-11 5.33e-11
  1e-02 3.26e-07 5.33e-07
  1e-03 3.66e-03 5.33e-03
2p sigma scan at CO distance, first exponent that of C:
  exponent difference (1/bohr), stable S, upward S, upward error
  1e-01 -0.3014689314 -0.3014689314 1.6e-11
  1e-02 -0.2915472517 -0.2915473782 1.3e-07
  1e-03 -0.2903568810 -0.2876403577 2.7e-03
  1e-04 -0.2902357770 -16.5284346749 1.6e+01
  1e-05 -0.2902236458 77260.3255622839 7.7e+04
  equal exponents, stable S: -0.2902222977
largest relative error of A and of B: 2.3e-16 5.2e-16
largest deviation from direct integration, s/p/d test pairs: 5.4e-15
largest deviation from direct integration, H2CO matrix: 8.9e-16
```
